**Neighbour relaxation around an unreconstructed diamond vacancy in the Keating model**

A radial force F on each of the four neighbours displaces them by u = F/k, where α and β are the bond and angle constants of the Keating energy. With all other atoms clamped, k = α + 15β/4; in the free infinite crystal, 1/k = 4[(1 − GM)⁻¹G]ᵤᵤ, where M describes the terms lost with the atom and G is the perfect-crystal response. The program asserts that the elastic constants, the clamped stiffness and the lost energy agree with the full nonlinear Keating energy. It also asserts that the 2×2 formula agrees with direct relaxation of periodic cells containing a vacancy, at equal cell size and, within 0.2 percent, after extrapolation to infinite size. For silicon-like constants and an inward force of 5 eV/nm, the output shows a displacement of 0.0124 nm in the free crystal and 0.0080 nm in the clamped one. It also sizes four neglected effects: Keating anharmonicity, a force that depends on distance, a symmetry-lowering pairing force and thermal motion.

## Numerical verification

```python
"""Relaxation of the four neighbours of an unreconstructed diamond vacancy.

Keating energy, every bond and every angle counted once:
  E = sum_bonds  3 alpha/(8 d^2) (r.r - d^2)^2
    + sum_angles 3 beta /(8 d^2) (rj.rk + d^2/3)^2
A force F n_i (n_i = outward unit vector) acts on each neighbour of the vacancy.
Result under test: radial displacement u = F/k, with
  all other atoms clamped:  k = alpha + 15 beta/4
  infinite free crystal:    1/k = 4 [(1 - G M)^-1 G]_uu
  M = [[12 alpha + 6 beta, -6 beta], [-6 beta, 9 beta]]  (lost terms)
  G = response of the perfect crystal in the coordinates (u, v),
  v = second-neighbour displacement along n_i of the neighbour it is bonded to.
Internal units: nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags

NM2 = 1e-18 / const.e                    # N/m -> eV/nm^2
GPA = const.e / 1e-27 / 1e9              # eV/nm^3 -> GPa
d = 0.235
alpha_si, beta_si = 48.0, 14.0
alpha, beta = alpha_si * NM2, beta_si * NM2
F = -5.0
T = 300.0

NORMAL = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
SHIFT = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
# (sublattice of the centre, arm j, arm k); equal arms denote a bond
TERMS = [(0, j, j) for j in range(4)]
TERMS += [(s, j, k) for s in (0, 1) for j in range(4) for k in range(j + 1, 4)]


def term_data(s, j, k, al, be):
    sign = 1 - 2 * s
    coef = 3 * (al if j == k else be) / (8 * d**2)
    target = d**2 if j == k else -d**2 / 3
    return sign, sign * d * NORMAL[j], sign * d * NORMAL[k], coef, target


def lost_matrix(al, be):
    return np.array([[12 * al + 6 * be, -6 * be], [-6 * be, 9 * be]])


class Cell:
    """Periodic cell of n^3 primitive cells, with or without a vacancy at site 0."""

    def __init__(self, n, vacancy):
        self.n, self.size = n, 2 * n**3
        cells = np.indices((n, n, n)).reshape(3, -1).T
        parts = [[] for _ in range(7)]
        for s, j, k in TERMS:
            sign, vj, vk, coef, target = term_data(s, j, k, alpha, beta)
            m = len(cells)
            new = (self.site(cells, s),
                   self.site(cells - sign * SHIFT[j], 1 - s),
                   self.site(cells - sign * SHIFT[k], 1 - s),
                   np.tile(vj, (m, 1)), np.tile(vk, (m, 1)),
                   np.full(m, coef), np.full(m, target))
            for store, item in zip(parts, new):
                store.append(item)
        data = [np.concatenate(p) for p in parts]
        if vacancy:
            keep = (data[0] != 0) & (data[1] != 0) & (data[2] != 0)
            data = [x[keep] for x in data]
        self.c, self.j, self.k, self.vj, self.vk, self.w, self.t = data

    def site(self, cell, s):
        x = np.mod(cell, self.n)
        return 2 * ((x[..., 0] * self.n + x[..., 1]) * self.n + x[..., 2]) + s

    def energy_gradient(self, disp):
        rj = self.vj + disp[self.j] - disp[self.c]
        rk = self.vk + disp[self.k] - disp[self.c]
        dev = np.sum(rj * rk, axis=1) - self.t
        pull = (2 * self.w * dev)[:, None]
        grad = np.zeros_like(disp)
        np.add.at(grad, self.j, pull * rk)
        np.add.at(grad, self.k, pull * rj)
        np.add.at(grad, self.c, -pull * (rj + rk))
        return np.sum(self.w * dev**2), grad

    def stiffness(self):
        m = len(self.c)
        rows, cols, vals = [], [], []
        for atom, vec in ((self.j, self.vk), (self.k, self.vj),
                          (self.c, -(self.vj + self.vk))):
            for x in range(3):
                rows.append(np.arange(m))
                cols.append(3 * atom + x)
                vals.append(vec[:, x])
        jac = coo_matrix((np.concatenate(vals),
                          (np.concatenate(rows), np.concatenate(cols))),
                         shape=(m, 3 * self.size)).tocsr()
        return (jac.T @ diags(2 * self.w) @ jac).tocsr()

    def neighbours(self):
        return self.site(-SHIFT, 1)


def conjugate_gradient(matrix, force, rtol=1e-10):
    b = force.ravel()
    x, r = np.zeros_like(b), b.copy()
    p, rr = r.copy(), b @ b
    stop = rtol**2 * rr
    for _ in range(3000):
        if rr <= stop:
            break
        ap = matrix @ p
        step = rr / (p @ ap)
        x += step * p
        r -= step * ap
        new = r @ r
        p = r + (new / rr) * p
        rr = new
    assert rr <= stop
    return x.reshape(-1, 3)


def green(n, al, be):
    """2x2 perfect-crystal response from the n^3 mesh (zero wave vector drops out)."""
    m = np.indices((n, n, n)).reshape(3, -1).T[1:]
    phase = np.exp(2j * np.pi * (m @ SHIFT.T) / n)
    dyn = np.zeros((len(m), 6, 6), complex)
    for s, j, k in TERMS:
        sign, vj, vk, coef, _ = term_data(s, j, k, al, be)
        ph = phase.conj() if sign == 1 else phase
        row = np.zeros((len(m), 6), complex)
        row[:, 3 * s:3 * s + 3] = -(vj + vk)
        o = 3 * (1 - s)
        row[:, o:o + 3] = ph[:, j, None] * vk + ph[:, k, None] * vj
        dyn += 2 * coef * row.conj()[:, :, None] * row[:, None, :]
    pat = np.zeros((len(m), 6, 2), complex)
    for i in range(4):
        pat[:, 3:, 0] += phase[:, i, None] * NORMAL[i] / 4
        for j in range(4):
            if j != i:
                pat[:, :3, 1] += (phase[:, i] * phase[:, j].conj())[:, None] * NORMAL[i] / 12
    return np.einsum('kia,kib->ab', pat.conj(), np.linalg.solve(dyn, pat)).real / n**3


def green_limit(n, al, be):
    small, large = green(n, al, be), green(2 * n, al, be)
    return large + (large - small) / 7       # removes the n^-3 error


def response(g, al, be, force):
    return np.linalg.solve(np.eye(2) - g @ lost_matrix(al, be),
                           g @ np.array([4 * force, 0.0]))


# Elastic constants from the strained energy per atom
volume = 8 * d**3 / (3 * np.sqrt(3))


def strained_energy(strain):
    total = 0.0
    for s, j, k in TERMS:
        _, vj, vk, coef, target = term_data(s, j, k, alpha, beta)
        deform = np.eye(3) + strain
        total += coef * ((deform @ vj) @ (deform @ vk) - target)**2
    return total / 2


h = 1e-4
iso, tet = h * np.eye(3), h * np.diag([1.0, 1.0, -2.0])
bulk_num = (strained_energy(iso) + strained_energy(-iso)) / (9 * h**2 * volume)
shear_num = (strained_energy(tet) + strained_energy(-tet)) / (6 * h**2 * volume)
bulk = np.sqrt(3) * (3 * alpha + beta) / (12 * d)
shear = np.sqrt(3) * beta / d
assert abs(bulk_num / bulk - 1) < 1e-6
assert abs(shear_num / shear - 1) < 1e-6

# Clamped stiffness from the full nonlinear energy of a cell with a vacancy
perfect6, vacant6 = Cell(6, False), Cell(6, True)
k_clamped = alpha + 15 * beta / 4
step = 1e-5 * d
trial = np.zeros((vacant6.size, 3))
trial[vacant6.neighbours()] = step * NORMAL
k_num = (vacant6.energy_gradient(trial)[0] + vacant6.energy_gradient(-trial)[0]) / (4 * step**2)
assert abs(k_num / k_clamped - 1) < 1e-6

# Lost energy, for second neighbours that also move across n_i
for a, b, c in ((1.0, 0.0, 0.0), (0.7, -0.4, 0.9), (-0.2, 1.0, -0.5)):
    trial = np.zeros((vacant6.size, 3))
    trial[vacant6.neighbours()] = a * step * NORMAL
    for i in range(4):
        for j in range(4):
            if i != j:
                across = -NORMAL[j] + (NORMAL[i] @ NORMAL[j]) * NORMAL[i]
                across /= np.linalg.norm(across)
                atom = vacant6.site(SHIFT[j] - SHIFT[i], 0)
                trial[atom] = step * (b * NORMAL[i] + c * across)
    lost = sum(perfect6.energy_gradient(x)[0] - vacant6.energy_gradient(x)[0]
               for x in (trial, -trial)) / 2
    q = step * np.array([a, b])
    assert abs(lost / (0.5 * q @ lost_matrix(alpha, beta) @ q) - 1) < 1e-6

# Infinite crystal
g_inf = green_limit(16, alpha, beta)
u_free, v_free = response(g_inf, alpha, beta, F)
k_free = F / u_free
k_intact = 1 / (4 * g_inf[0, 0])
u_coarse = response(green_limit(12, alpha, beta), alpha, beta, F)[0]
assert abs(u_coarse / u_free - 1) < 3e-4

# Direct relaxation of periodic cells containing a vacancy
direct = {}
for n in (8, 12):
    cell = Cell(n, True)
    stiff = cell.stiffness()
    near = cell.neighbours()
    load = np.zeros((cell.size, 3))
    load[near] = F * NORMAL
    disp = conjugate_gradient(stiff, load)
    radial = np.sum(disp[near] * NORMAL, axis=1)
    assert np.allclose(disp[near], radial.mean() * NORMAL, atol=1e-8)
    second = np.mean([disp[cell.site(SHIFT[j] - SHIFT[i], 0)] @ NORMAL[i]
                      for i in range(4) for j in range(4) if i != j])
    mesh = response(green(n, alpha, beta), alpha, beta, F)
    assert np.allclose([radial.mean(), second], mesh, rtol=1e-6, atol=1e-9)
    direct[n] = (cell, stiff, near, load, disp, radial.mean())
u8, u12 = direct[8][5], direct[12][5]
u_direct = (12**3 * u12 - 8**3 * u8) / (12**3 - 8**3)
# tolerance: cell-size errors beyond the leading inverse-volume term remain
assert abs(u_direct / u_free - 1) < 2e-3

# Relaxation energy: stored nonlinear energy at small amplitude equals 2 F u
cell, stiff, near, load, disp, _ = direct[12]
s = 1e-3
stored = (cell.energy_gradient(s * disp)[0] + cell.energy_gradient(-s * disp)[0]) / (2 * s**2)
assert abs(stored / (2 * F * u12) - 1) < 1e-4
energy_change = -2 * F * u_free

# First-order change of the back bonds in the largest cell
back = np.mean([(disp[cell.site(SHIFT[j] - SHIFT[i], 0)] - disp[near[i]]) @ (-NORMAL[j])
                for i in range(4) for j in range(4) if i != j])

# Neglected effect: symmetry-lowering tangential force of equal size
tangent = np.zeros((4, 3))
for i, partner in enumerate((1, 0, 3, 2)):
    e = NORMAL[partner] - (NORMAL[partner] @ NORMAL[i]) * NORMAL[i]
    tangent[i] = e / np.linalg.norm(e)
pair_load = np.zeros_like(load)
pair_load[near] = abs(F) * tangent
pair_disp = conjugate_gradient(stiff, pair_load)
u_pair = np.mean(np.sum(pair_disp[near] * tangent, axis=1))

# Neglected effect: anharmonic Keating terms, same cell and same force
cell, stiff, near, load, disp, _ = direct[8]
state = disp.copy()
for _ in range(80):
    residual = load - cell.energy_gradient(state)[1]
    if np.abs(residual).max() < 1e-7:
        break
    state += conjugate_gradient(stiff, residual, 1e-6)
assert np.abs(load - cell.energy_gradient(state)[1]).max() < 1e-7
u_anh = np.mean(np.sum(state[near] * NORMAL, axis=1))

# Neglected effect: force growing as the inverse cube of the neighbour distance
u_feedback = brentq(lambda u: k_free * u - F * (1 + u / d)**-3, -d / 4, 0.0)

# Neglected effect: classical thermal amplitude of the mean radial displacement
thermal = np.sqrt(const.k * T / const.e / (4 * k_free))

distance = np.sqrt(8 / 3) * d
M = lost_matrix(alpha, beta)
print(f"bond length d = {d:.3f} nm")
print(f"alpha = {alpha_si:.1f} N/m")
print(f"beta = {beta_si:.1f} N/m")
print(f"alpha = {alpha:.2f} eV/nm^2")
print(f"beta = {beta:.2f} eV/nm^2")
print(f"radial force F per neighbour (negative = inward) = {F:.1f} eV/nm")
print(f"the same force = {F * const.e / 1e-9 * 1e9:.3f} nN")
print(f"bulk modulus = {bulk * GPA:.1f} GPa")
print(f"C11 - C12 = {shear * GPA:.1f} GPa")
print(f"clamped stiffness = {k_clamped:.1f} eV/nm^2")
print(f"clamped stiffness = {k_clamped / NM2:.2f} N/m")
print(f"clamped displacement = {F / k_clamped:.5f} nm")
print(f"M_uu = {M[0, 0]:.1f} eV/nm^2")
print(f"M_uv = {M[0, 1]:.1f} eV/nm^2")
print(f"M_vv = {M[1, 1]:.1f} eV/nm^2")
print(f"G_uu = {g_inf[0, 0]:.5e} nm^2/eV")
print(f"G_uv = {g_inf[0, 1]:.5e} nm^2/eV")
print(f"G_vv = {g_inf[1, 1]:.5e} nm^2/eV")
print(f"stiffness if no terms were removed = {k_intact:.1f} eV/nm^2")
print(f"free-crystal vacancy stiffness k = {k_free:.1f} eV/nm^2")
print(f"free-crystal vacancy stiffness k = {k_free / NM2:.2f} N/m")
print(f"ratio free/clamped stiffness = {k_free / k_clamped:.4f}")
print(f"neighbour displacement u = {u_free:.5f} nm")
print(f"u/d = {100 * u_free / d:.2f} percent")
print(f"second-neighbour displacement v = {v_free:.5f} nm")
print(f"direct relaxation, 8^3 primitive cells: u = {u8:.5f} nm")
print(f"direct relaxation, 12^3 primitive cells: u = {u12:.5f} nm")
print(f"direct relaxation, extrapolated: u = {u_direct:.5f} nm")
print(f"back-bond length change, 12^3 cells = {back:.5f} nm")
print(f"neighbour-neighbour distance before = {distance:.4f} nm")
print(f"neighbour-neighbour distance after = {distance * (1 + u_free / d):.4f} nm")
print(f"relaxation energy change = {energy_change:.4f} eV")
for ratio in (0.2, 0.3, 0.5):
    k_ratio = 1 / response(green_limit(12, 1.0, ratio), 1.0, ratio, 1.0)[0]
    print(f"beta/alpha = {ratio:.1f}: k/alpha = {k_ratio:.3f}, clamped = {1 + 3.75 * ratio:.3f}")
print(f"anharmonic Keating, 8^3 cells: u = {u_anh:.5f} nm")
print(f"anharmonic change of u = {100 * (u_anh / u8 - 1):.1f} percent")
print(f"inverse-cube force feedback: u = {u_feedback:.5f} nm")
print(f"feedback change of u = {100 * (u_feedback / u_free - 1):.1f} percent")
print(f"tangential displacement for equal pairing force, 12^3 cells = {u_pair:.5f} nm")
print(f"temperature = {T:.0f} K")
print(f"classical thermal rms of mean radial displacement = {thermal:.5f} nm")
print("verified")
```

Output:

```
bond length d = 0.235 nm
alpha = 48.0 N/m
beta = 14.0 N/m
alpha = 299.59 eV/nm^2
beta = 87.38 eV/nm^2
radial force F per neighbour (negative = inward) = -5.0 eV/nm
the same force = -0.801 nN
bulk modulus = 97.0 GPa
C11 - C12 = 103.2 GPa
clamped stiffness = 627.3 eV/nm^2
clamped stiffness = 100.50 N/m
clamped displacement = -0.00797 nm
M_uu = 4119.4 eV/nm^2
M_uv = -524.3 eV/nm^2
M_vv = 786.4 eV/nm^2
G_uu = 1.79997e-04 nm^2/eV
G_uv = 3.91662e-05 nm^2/eV
G_vv = 7.76765e-05 nm^2/eV
stiffness if no terms were removed = 1388.9 eV/nm^2
free-crystal vacancy stiffness k = 404.5 eV/nm^2
free-crystal vacancy stiffness k = 64.81 N/m
ratio free/clamped stiffness = 0.6449
neighbour displacement u = -0.01236 nm
u/d = -5.26 percent
second-neighbour displacement v = -0.00237 nm
direct relaxation, 8^3 primitive cells: u = -0.01229 nm
direct relaxation, 12^3 primitive cells: u = -0.01234 nm
direct relaxation, extrapolated: u = -0.01236 nm
back-bond length change, 12^3 cells = 0.00162 nm
neighbour-neighbour distance before = 0.3838 nm
neighbour-neighbour distance after = 0.3636 nm
relaxation energy change = -0.1236 eV
beta/alpha = 0.2: k/alpha = 0.975, clamped = 1.750
beta/alpha = 0.3: k/alpha = 1.383, clamped = 2.125
beta/alpha = 0.5: k/alpha = 2.111, clamped = 2.875
anharmonic Keating, 8^3 cells: u = -0.01144 nm
anharmonic change of u = -6.9 percent
inverse-cube force feedback: u = -0.01508 nm
feedback change of u = 22.0 percent
tangential displacement for equal pairing force, 12^3 cells = 0.00820 nm
temperature = 300 K
classical thermal rms of mean radial displacement = 0.00400 nm
verified
```
